# Phonon-assisted absorption at an indirect gap: free pairs and excitons, part 1

(Sections cited here and not found follow in the later parts.)

## I. Free electron-hole pairs

Consider a semiconductor that has the top of its valence band at the centre of the Brillouin zone and the bottom of its conduction band at a wave vector $\mathbf k_0$ far from it. Light with photon energy just above the gap $E_g$ carries enough energy to lift an electron across, but its wave vector, roughly $10^5$ cm$^{-1}$, is negligible against $k_0$, roughly $10^8$ cm$^{-1}$. In a rigid perfect crystal the transition is forbidden. A lattice vibration can supply the missing wave vector, either by being absorbed or by being emitted, and it then enters the energy balance with its own quantum $\hbar\Omega$. The question is where absorption starts, with what power of the excess energy, with what dependence on temperature, and what the attraction between electron and hole does to the onset.

### Assumptions

Gaussian units are used; $m$ is the free-electron mass, $-e$ the electron charge, $V$ the crystal volume.

(A1) One non-degenerate valence band, full, with $E_v=-\hbar^2k^2/2m_h$. There are $g$ equivalent conduction valleys, empty, with $E_c=E_g+\hbar^2k_e^2/2m_e$, where $\mathbf k_e$ is measured from the valley minimum. Spin is conserved and gives a factor 2.

(A2) One phonon branch in thermal equilibrium at temperature $T_L$, with frequency $\Omega$ constant near $\pm\mathbf k_0$, coupled linearly to the electrons. The mass density is $\rho$.

(A3) Weak absorption in a medium of real index $n_r$, dipole approximation, no local-field correction, lowest order in the light and in the phonon coupling, no lifetime broadening.

(A4) The second-order amplitude $T$ of Lemma 3 is nonzero at the band extrema and is taken constant over the final states. This needs every excess energy to be small against the energy denominators in $T$.

(A5) For part (b) only: isotropic masses and the attraction $-e^2/\epsilon_b r$ between electron and hole in the effective-mass approximation, with $\mu=m_em_h/(m_e+m_h)$, $M=m_e+m_h$, $a=\epsilon_b\hbar^2/\mu e^2$ large against the lattice constant, $R_x=\mu e^4/2\hbar^2\epsilon_b^2$ small against the denominators in $T$, and electron-hole exchange neglected.

### Theorem

Let $N=1/(e^{\hbar\Omega/k_BT_L}-1)$, $x_a=\hbar\omega-E_g+\hbar\Omega$ and $x_e=\hbar\omega-E_g-\hbar\Omega$. The absorption coefficient is

$$\alpha=B(\omega)\,\big[N f(x_a)+(N+1)f(x_e)\big],$$

$$B(\omega)=\frac{4\pi^2e^2}{n_rc\,m^2\omega}\;2g\;\frac{\hbar}{2\rho\Omega}\;|T|^2\;\frac{(m_em_h)^{3/2}}{16\pi^3\hbar^6},$$

with $|T|^2$ averaged over the valleys.

(a) Under (A1) to (A4), without electron-hole attraction, $f(x)=x^2$ for $x>0$ and zero otherwise. The branch with weight $N$ absorbs a phonon and starts at $E_g-\hbar\Omega$; the branch with weight $N+1$ emits one and starts at $E_g+\hbar\Omega$. For an ellipsoidal valley $m_e^{3/2}$ becomes $(m_lm_t^2)^{1/2}$.

(b) Under (A1) to (A5), $f(x)=R_x^2F(x/R_x)$ with

$$F(u)=32\sum_{n=1}^\infty\frac{\sqrt{u+1/n^2}}{n^3}+\frac8\pi\int_0^u\frac{2\pi\sqrt{u-t}}{1-e^{-2\pi/\sqrt t}}\,dt,$$

each root counted only where it is real and the integral only for $u>0$. Each branch then starts as a square root at $E_g-R_x\mp\hbar\Omega$, and $F/u^2\to1$ only as $1+16/(3\sqrt u)+\dots$.

### Lemma 1. Absorption from a second-order rate

*Let $W$ be the electron-phonon coupling, $p=\hat{\mathbf e}\cdot\sum\mathbf p$ the total electron momentum along the polarization, and $|i\rangle,|j\rangle,|f\rangle$ eigenstates of uncoupled electrons and phonons with $p_{fi}=0$. Then*

$$\alpha=\frac{4\pi^2e^2}{n_rc\,m^2\omega}\frac1V\sum_f|\mathcal M_{fi}|^2\delta(E_f-E_i-\hbar\omega),\qquad \mathcal M_{fi}=\sum_j\Big[\frac{W_{fj}\,p_{ji}}{E_i+\hbar\omega-E_j}+\frac{p_{fj}W_{ji}}{E_i-E_j}\Big].$$

*Proof.* With $\mathbf A=A_0\hat{\mathbf e}\cos\omega t$ the kinetic energy $(\mathbf p+e\mathbf A/c)^2/2m$ gives the coupling $(e/mc)\mathbf A\cdot\mathbf p$; the $A^2$ term is independent of position in the dipole approximation and causes no transitions. The part that absorbs a photon is $\lambda\,p\,e^{-i\omega t}$ with $\lambda=eA_0/2mc$. The conjugate part removes $\hbar\omega$ from the crystal, which cannot conserve energy when the final state contains an excited pair and the phonon supplies only $\hbar\Omega\ll E_g$.

Switch both couplings on as $e^{\gamma t}$, $\gamma\to0^+$, and write $\hbar\omega_{ji}=E_j-E_i$. The interaction-picture amplitudes obey $i\hbar\dot c_j=\sum_l H'_{jl}(t)e^{i\omega_{jl}t}c_l$. With $c_i=1$ on the right, integration from $-\infty$ of $e^{i(\omega_{ji}-\omega-i\gamma)t}$ divides by $i(\omega_{ji}-\omega-i\gamma)$, and $i\hbar\cdot i(\omega_{ji}-\omega-i\gamma)=E_i+\hbar\omega-E_j+i\hbar\gamma$. The same step with $\omega$ set to zero treats $W$. Hence

$$c_j^{(1)}=\frac{\lambda p_{ji}\,e^{i(\omega_{ji}-\omega)t+\gamma t}}{E_i+\hbar\omega-E_j+i\hbar\gamma}+\frac{W_{ji}\,e^{i\omega_{ji}t+\gamma t}}{E_i-E_j+i\hbar\gamma}.$$

Insert this on the right once more and keep the terms with one $p$ and one $W$. The phases combine to $e^{i(\omega_{fi}-\omega)t}$ in both orders, and no intermediate denominator vanishes below the direct gap, so $\gamma$ may be dropped there. Then $i\hbar\dot c_f=\lambda\mathcal M_{fi}e^{i(\omega_{fi}-\omega)t+2\gamma t}$, and with $d=E_i+\hbar\omega-E_f$,

$$|c_f|^2=\frac{\lambda^2|\mathcal M_{fi}|^2e^{4\gamma t}}{d^2+(2\hbar\gamma)^2},\qquad \frac{d|c_f|^2}{dt}=\frac{2}{\hbar}\lambda^2|\mathcal M_{fi}|^2\frac{2\hbar\gamma\,e^{4\gamma t}}{d^2+(2\hbar\gamma)^2}\to\frac{2\pi}{\hbar}\lambda^2|\mathcal M_{fi}|^2\delta(d),$$

because $\kappa/(d^2+\kappa^2)\to\pi\delta(d)$ as $\kappa\to0$.

The electric field $-\dot{\mathbf A}/c$ has amplitude $\omega A_0/c$ and the magnetic field $n_r$ times that, so the mean Poynting flux is $I=(c/8\pi)n_r\omega^2A_0^2/c^2=n_r\omega^2A_0^2/8\pi c$. The flux loses $\alpha I$ per unit length, which equals $\hbar\omega$ times the rate per volume:

$$\alpha=\hbar\omega\cdot\frac{2\pi}{\hbar}\cdot\frac{e^2A_0^2}{4m^2c^2}\cdot\frac{8\pi c}{n_r\omega^2A_0^2}\cdot\frac1V\sum_f|\mathcal M_{fi}|^2\delta(d).$$

The numerical factor is $2\pi\cdot8\pi/4=4\pi^2$, and the rest reduces to $e^2/n_rc\,m^2\omega$. $\square$

*Remark.* Since $\sqrt{n_r^2+i\epsilon_2}\simeq n_r+i\epsilon_2/2n_r$ for small $\epsilon_2$, and intensity decays at $2\omega/c$ times the imaginary part, $\alpha=\omega\epsilon_2/n_rc$, so the prefactor of $\epsilon_2$ is $4\pi^2e^2/m^2\omega^2$. The numerical check tests this prefactor by comparing the Kramers-Kronig integral of $\epsilon_2$ for an anharmonic oscillator with its polarizability found from the energy in a finite static field.

### Lemma 2. The phonon factors

*The normal coordinate of wave vector $\mathbf q$ is $Q_{\mathbf q}=\ell\,(b_{\mathbf q}+b^\dagger_{-\mathbf q})$ with $\ell^2=\hbar/2\rho V\Omega$. The thermal mean of its squared matrix element is $\ell^2N$ for absorption and $\ell^2(N+1)$ for emission.*

*Proof.* Write the displacement along the phonon polarization as $u(\mathbf r)=\sum_{\mathbf q}Q_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ with $Q_{-\mathbf q}=Q_{\mathbf q}^\dagger$ because $u$ is real. Orthogonality of plane waves gives the kinetic energy $\frac\rho2\int\dot u^2d^3r=\frac{\rho V}{2}\sum_{\mathbf q}|\dot Q_{\mathbf q}|^2$. For one pair $\pm\mathbf q$ put $Q_{\pm\mathbf q}=(X\pm iY)/\sqrt2$ with $X,Y$ real. The pair contributes $\frac{\rho V}{2}(\dot X^2+\dot Y^2)$, and the potential energy likewise $\frac{\rho V\Omega^2}{2}(X^2+Y^2)$: two oscillators of mass $\rho V$. For each, $X=\ell(b_X+b_X^\dagger)$ with $\ell^2=\hbar/2\rho V\Omega$. Define $b_{\pm\mathbf q}=(b_X\pm ib_Y)/\sqrt2$, which are independent boson operators. Then $b^\dagger_{-\mathbf q}=(b_X^\dagger+ib_Y^\dagger)/\sqrt2$, and $\ell(b_{\mathbf q}+b^\dagger_{-\mathbf q})=(X+iY)/\sqrt2=Q_{\mathbf q}$.

The state $b|\nu\rangle$ has squared norm $\langle\nu|b^\dagger b|\nu\rangle=\nu$, and $b^\dagger|\nu\rangle$ has $\langle\nu|bb^\dagger|\nu\rangle=\nu+1$ by $[b,b^\dagger]=1$. With $z=e^{-\hbar\Omega/k_BT_L}$ the probabilities are $(1-z)z^\nu$, and $\langle\nu\rangle=(1-z)\,z\,\frac{d}{dz}(1-z)^{-1}=z/(1-z)=N$. $\square$

The mean for emission is $N+1=1/(1-z)$, so $(N+1)/N=e^{\hbar\Omega/k_BT_L}$. The unit in $N+1$ is spontaneous emission, which survives at zero temperature. The coupling is written

$$W=\sum_{\mathbf q}\sum_{\mathbf k,n,n'}D_{n'n}\,Q_{\mathbf q}\,c^\dagger_{n',\mathbf k+\mathbf q}c_{n,\mathbf k},$$

which defines $D$, an energy per length; how the displacement is shared among the atoms of a cell is absorbed in $D$. The electron gains $\mathbf q$ either by absorbing a phonon $\mathbf q$ or by emitting a phonon $-\mathbf q$, with the same coefficient $D$. The elements $\nu$ and $\nu+1$, the normalization $\ell^2$ and the thermal means are tested on a grid oscillator, a ring of atoms and a Boltzmann sum.

### Lemma 3. The electronic amplitude

*Let $|\Phi_0\rangle$ be the full valence band, $v$ a valence state at $\mathbf k_v$, $c$ a conduction state at $\mathbf k_c$, and the final electronic state $c_c^\dagger c_v|\Phi_0\rangle$. Let $\sigma=+1$ for emission and $-1$ for absorption of the phonon. On the energy shell $\hbar\omega=E_c-E_v+\sigma\hbar\Omega$, the amplitude is $\mathcal M=T\times$ (phonon element of $Q_{\mathbf q}$), $\mathbf q=\mathbf k_c-\mathbf k_v$, with*

$$T=\sum_{j\ \mathrm{at}\ \mathbf k_v}\frac{D_{cj}\,p_{jv}}{E_v+\hbar\omega-E_j}+\sum_{j\ \mathrm{at}\ \mathbf k_c}\frac{p_{cj}\,D_{jv}}{E_v-\sigma\hbar\Omega-E_j},$$

*the sums running over all bands, filled or empty. As a function of $\omega,\mathbf k_v,\mathbf k_c$ it is the same for both branches.*

*Proof.* The operator $p=\sum p_{n'n}c^\dagger_{n'\mathbf k}c_{n\mathbf k}$ conserves $\mathbf k$. Two one-body operators must empty $v$ and fill $c$, so they act as $v\to j$ and $j\to c$, with $j$ at $\mathbf k_v$ if the photon makes the step $v\to j$ and at $\mathbf k_c$ if the phonon makes it. Four cases arise for $j\ne v,c$.

For $j$ at $\mathbf k_v$ and empty, the photon acts first. The operator product is $c_c^\dagger c_jc_j^\dagger c_v|\Phi_0\rangle=+c_c^\dagger c_v|\Phi_0\rangle$, since $c_jc_j^\dagger=1$ on an empty level. The intermediate state lies $E_j-E_v$ above the initial one, so the denominator of Lemma 1 is $E_v+\hbar\omega-E_j$.

For $j$ at $\mathbf k_v$ and filled, the step $v\to j$ is blocked until $j$ has been emptied, so the phonon acts first, $j\to c$, and the photon then fills the hole. Moving $c_j^\dagger$ to the right past two anticommuting operators costs no sign:

$$c_j^\dagger c_v\,c_c^\dagger c_j|\Phi_0\rangle=c_vc_c^\dagger\,c_j^\dagger c_j|\Phi_0\rangle=c_vc_c^\dagger|\Phi_0\rangle=-c_c^\dagger c_v|\Phi_0\rangle.$$

The denominator is $E_i-E_{\rm int}=E_j-E_c-\sigma\hbar\Omega$, and the energy shell gives $E_c+\sigma\hbar\Omega=E_v+\hbar\omega$, so it equals $-(E_v+\hbar\omega-E_j)$. The two minus signs cancel and the term has the same form as for empty $j$.

For $j$ at $\mathbf k_c$ and empty, the phonon acts first, the sign is $+1$ as in the first case, and the denominator is $E_v-E_j-\sigma\hbar\Omega$. For $j$ at $\mathbf k_c$ and filled, the photon acts first, $j\to c$, the operator product is that of the second case with sign $-1$, and the denominator is $E_j+\hbar\omega-E_c=E_j-E_v+\sigma\hbar\Omega=-(E_v-\sigma\hbar\Omega-E_j)$. The signs cancel again.

There remain the diagonal elements of $p$. On $|\Phi_0\rangle$ they sum to zero, as a full band carries no current. On the pair state, reached first by the phonon with denominator $E_v-E_c-\sigma\hbar\Omega=-\hbar\omega$, they give $p_{cc}-p_{vv}$, so the term is $D_{cv}(p_{vv}-p_{cc})/\hbar\omega$. The terms $j=v$ and $j=c$ of the formula give $D_{cv}p_{vv}/\hbar\omega$ and $p_{cc}D_{cv}/(-\hbar\omega)$, the same. They are proportional to the group velocities and vanish at the extrema.

Finally $E_v-\sigma\hbar\Omega=E_c-\hbar\omega$ on the shell, so the second denominator is $E_c-\hbar\omega-E_j$ and $\sigma$ has disappeared. $\square$

*Remark.* Two of the paths have a plain reading. In the first case the photon makes a vertical virtual pair at the zone centre and the phonon carries the electron to the valley. In the fourth the photon makes a vertical virtual pair at $\mathbf k_0$ and the phonon carries the hole to the zone centre. Their denominators are $\hbar\omega$ minus the direct gap at each point and become small when that gap lies close to $\hbar\omega$, whereas those of the second and third cases exceed $\hbar\omega$ in magnitude. The paths lead to the same final state and interfere. The lemma is tested on a model of three electrons in six levels with a photon mode and a phonon mode: tuned to resonance, the initial and final states repel with minimum gap $2|\mathcal M|$, and exact diagonalization for occupations $0$, $1$, $3$ agrees with $|T|\sqrt{\nu+1}$ and $|T|\sqrt\nu$ to a relative deviation of $9\times10^{-6}$ at worst. Keeping only the empty levels misses the exact value by more than 30 per cent of the truncated value in that model.

### Lemma 4. The density of free pairs

*With $\mathbf k_h=-\mathbf k_v$,*

$$J(x)\equiv\frac1{V^2}\sum_{\mathbf k_e,\mathbf k_h}\delta\Big(x-\frac{\hbar^2k_e^2}{2m_e}-\frac{\hbar^2k_h^2}{2m_h}\Big)=\frac{(m_em_h)^{3/2}}{16\pi^3\hbar^6}\,x^2\quad(x>0).$$

*Proof.* For a mass $m^*$ the number of wave vectors per volume with energy below $E$ is $(4\pi k^3/3)/(2\pi)^3=(2m^*E/\hbar^2)^{3/2}/6\pi^2$. Its derivative is the density of states

$$G_{m^*}(E)=\frac{1}{4\pi^2}\Big(\frac{2m^*}{\hbar^2}\Big)^{3/2}\sqrt E .$$

For an ellipsoid with masses $m_l,m_t,m_t$ the semi-axes are $\sqrt{2m_iE}/\hbar$ and the volume contains $(m_lm_t^2)^{1/2}$ in place of $m^{*3/2}$. The two sums are independent, so $J(x)=\int_0^xG_{m_h}(E)G_{m_e}(x-E)\,dE$. With $E=x\sin^2\theta$, $dE=2x\sin\theta\cos\theta\,d\theta$,

$$\int_0^x\sqrt{E(x-E)}\,dE=2x^2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=2x^2\cdot\frac{\pi}{16}=\frac{\pi x^2}{8},$$

where $\sin^2\theta\cos^2\theta=\frac14\sin^22\theta$ has mean $\frac18$ over an interval of length $\pi/2$. Then $J=\frac{1}{16\pi^4}\cdot\frac{8(m_em_h)^{3/2}}{\hbar^6}\cdot\frac{\pi x^2}{8}$. $\square$

A direct count of pairs of lattice points in six-dimensional $\mathbf k$ space, with an anisotropic electron mass, matches the integrated form $\propto x^3/3$ within the asserted one per cent; the exponent read from two counts is $3.000$.

The absorption coefficient has been reduced to a second-order sum, and its phonon factors, electronic amplitude and density of free pairs have been found. It remains to combine them into part (a) of the theorem and then to include the electron-hole attraction of part (b).
